**Band-edge motion at a biased semiconductor/solution contact**

The program tests the law $d\eta/dV=(C_{sc}+C_{ss})/(C_{sc}+C_{ss}+C_H)$. Here $V$ is the bias from flat band, $\eta$ the change of the Helmholtz-layer drop, and $C_{sc}$, $C_{ss}$ and $C_H$ are the space-charge, surface-state and Helmholtz capacitances per area. A finite-volume solution of the nonlinear Poisson equation supplies the reference values, without using the first integral or the series-capacitance law. The program asserts that the charge, the local share of bias, the closed-form depletion shift, the bias per decade of surface electrons and the Mott–Schottky line agree with this solution within stated tolerances. For a donor density of $10^{17}\ \mathrm{cm^{-3}}$ and $C_H=20\ \mathrm{\mu F/cm^2}$, a bias of 1 V moves the surface band edges by only 8.28 meV. The local share rises to 26 % in accumulation at −0.15 V, about 30 % in equilibrium inversion at 1 V, and 80 % while a dense surface level empties. Once that level is empty the edges are nearly fixed again, displaced by a further 400.5 meV. Boltzmann statistics are near their limit in the accumulation and inversion cases and at the heaviest doping.

## Numerical verification

```python
"""
Claim under test: a bias change dV across a semiconductor/solution contact moves
the surface band edges, relative to solution levels, only by the Helmholtz share
    d(eta)/dV = (C_sc + C_ss) / (C_sc + C_ss + C_H),
which is small in depletion and can be large in accumulation, in inversion and
while surface states change their charge.

V     bias from flat band (positive depletes an n-type surface)
phi   potential of the bulk minus potential of the surface (band bending / q)
eta   change of the surface-to-solution potential drop; V = phi + eta
C_sc, C_ss, C_H   space-charge, surface-state and Helmholtz capacitance per area
gamma = eps q N / C_H^2, a voltage that measures the doping

Reference road: finite-volume solution of the nonlinear Poisson equation with the
Helmholtz layer as boundary condition. Formula road: first integral, depletion
closed forms and the series-capacitance law. SI units inside.
"""
import numpy as np
from scipy.constants import e as q, k as k_B, epsilon_0
from scipy.linalg import solve_banded

T = 298.15
V_T = k_B * T / q
eps_r = 10.0
eps = eps_r * epsilon_0
C_H = 0.20            # F/m^2
TO_UF = 100.0         # F/m^2 -> uF/cm^2, and C/m^2 -> uC/cm^2

# grid in Debye lengths, finest at the surface
n_nodes, depth, stretch = 2000, 30.0, 4.0
x = depth * np.sinh(stretch * np.linspace(0, 1, n_nodes)) / np.sinh(stretch)
h = np.diff(x)
volume = np.zeros(n_nodes)
volume[:-1] += h / 2
volume[1:] += h / 2


class Junction:
    """donors in m^-3; hole_ratio = bulk holes / bulk electrons;
    trap_density in m^-2; trap_depth = E_F - E_trap at flat band, in eV."""

    def __init__(self, donors, hole_ratio=0.0, trap_density=0.0, trap_depth=0.4):
        self.N, self.r = donors, hole_ratio
        self.Nt, self.a = trap_density, -trap_depth / V_T
        self.L = np.sqrt(eps * V_T / (q * donors))
        self.charge_unit = eps * V_T / self.L

    def trap_charge(self, u):
        """Charge gained since flat band, and occupancy of the surface level."""
        f = 1 / (1 + np.exp(self.a + u))
        f_flat = 1 / (1 + np.exp(self.a))
        return q * self.Nt * (f_flat - f), f

    def newton(self, V, w):
        """Poisson equation for the reduced band bending w(x)."""
        k = C_H * self.L / eps
        for _ in range(200):
            em, ep = np.exp(-w), self.r * np.exp(w)
            rho = 1 - em + ep - self.r
            slope = em + ep
            s, f = self.trap_charge(w[0])
            s /= self.charge_unit
            ds = q * self.Nt * f * (1 - f) / self.charge_unit
            flux = np.diff(w) / h
            res = np.empty(n_nodes)
            res[0] = flux[0] + k * (V / V_T - w[0]) - s - rho[0] * volume[0]
            res[1:-1] = np.diff(flux) - rho[1:-1] * volume[1:-1]
            res[-1] = -w[-1]
            ab = np.zeros((3, n_nodes))
            ab[0, 1:] = 1 / h
            ab[2, :-1] = 1 / h
            ab[2, -2] = 0.0
            ab[1] = -slope * volume
            ab[1, :-1] -= 1 / h
            ab[1, 1:] -= 1 / h
            ab[1, 0] -= k + ds
            ab[1, -1] = -1.0
            step = solve_banded((1, 1), ab, -res)
            size = np.max(np.abs(step))
            w = w + step * min(1.0, 3.0 / max(size, 1e-30))
            if size < 1e-7:
                return w
        raise RuntimeError("Poisson solver did not converge")

    def solve(self, V):
        w = np.zeros(n_nodes)
        for bias in np.linspace(0, V, int(np.ceil(abs(V) / 0.05)) + 1)[1:]:
            w = self.newton(bias, w)
        return w

    def capacitances(self, u):
        """First-integral charge, its derivative, and surface-state capacitance."""
        G = np.exp(-u) + u - 1 + self.r * (np.exp(u) - u - 1)
        g = 1 - np.exp(-u) + self.r * (np.exp(u) - 1)
        root = np.sqrt(2 * G)
        f = self.trap_charge(u)[1]
        return (np.sign(u) * self.charge_unit * root,
                eps / self.L * abs(g) / root,
                q * self.Nt * f * (1 - f) / V_T)

    def measure(self, V, dV=1e-3):
        """Numerical drops and Helmholtz share, tested against the formulas."""
        w = self.solve(V)
        u = w[0]
        up, down = self.newton(V + dV, w)[0], self.newton(V - dV, w)[0]
        share = 1 - V_T * (up - down) / (2 * dV)
        eta = V - V_T * u
        sigma, C_sc, C_ss = self.capacitances(u)
        total = sigma + self.trap_charge(u)[0]
        assert abs(C_H * eta / total - 1) < 3e-3
        law = (C_sc + C_ss) / (C_sc + C_ss + C_H)
        assert abs(share / law - 1) < 5e-3
        return dict(V=V, u=u, phi=V_T * u, eta=eta, share=share,
                    sigma=sigma, C_sc=C_sc, C_ss=C_ss)


def depletion_shift(V, N):
    """Closed-form eta and d(eta)/dV in depletion."""
    gamma = eps * q * N / C_H**2
    root = np.sqrt(gamma**2 + 2 * gamma * (V - V_T))
    return root - gamma, gamma / root


N0 = 1e23
base = Junction(N0)
print(f"temperature {T:.2f} K, kT/q = {1e3*V_T:.2f} mV")
print(f"relative permittivity {eps_r:.0f}, C_H = {C_H*TO_UF:.0f} uF/cm^2")
print(f"donor density {N0*1e-6:.1e} cm^-3, Debye length {base.L*1e9:.2f} nm")
print(f"gamma = {1e3*eps*q*N0/C_H**2:.4f} mV")

print("Depletion, bias series (numerical solution):")
for V in (0.25, 0.5, 1.0):
    m = base.measure(V)
    eta, share = depletion_shift(V, N0)
    assert abs(m["eta"] / eta - 1) < 3e-3
    assert abs(m["share"] / share - 1) < 5e-3
    print(f" V={V:.2f} V: phi={m['phi']:.4f} V, eta={1e3*m['eta']:.2f} mV, "
          f"eta/V={100*m['eta']/V:.2f} %, local share={100*m['share']:.2f} %")
one = m
assert one["share"] < 0.01 and one["eta"] < 0.01
ratio = (one["eta"] / one["V"]) / one["share"]
assert 1.9 < ratio < 2.1
eta_1 = depletion_shift(1.0, N0)[0]
print(f"closed-form eta at 1 V: {1e3*eta_1:.2f} mV")
print(f"accumulated share / local share at 1 V: {ratio:.2f}")
print(f"charge at 1 V: {one['sigma']*TO_UF:.4f} uC/cm^2")
print(f"depletion width at 1 V: {one['sigma']/(q*N0)*1e9:.1f} nm")
print(f"C_sc at 1 V: {one['C_sc']*TO_UF:.4f} uF/cm^2")
series = 1 / (1 / one["C_sc"] + 1 / C_H)
assert abs(C_H * one["share"] / series - 1) < 5e-3
print(f"series capacitance at 1 V: {series*TO_UF:.4f} uF/cm^2")
print(f"surface band-edge move at 1 V: {-1e3*one['eta']:.2f} meV")
print(f"bulk Fermi-level move at 1 V: {-one['V']:.2f} eV")

# bias needed per decade of surface electron density, around 0.5 V
lo, hi = base.solve(0.45)[0], base.solve(0.55)[0]
decade = 0.10 / ((hi - lo) / np.log(10))
predicted = V_T * np.log(10) / (1 - depletion_shift(0.5, N0)[1])
assert abs(decade / predicted - 1) < 1e-3
print(f"bias per decade of surface electrons near 0.5 V: {1e3*decade:.2f} mV")
print(f"ideal value (kT/q) ln 10: {1e3*V_T*np.log(10):.2f} mV")

print("Doping series at V = 1 V:")
for N in (1e21, 1e22, 1e23, 1e24, 1e25):
    numeric = 1.0 - V_T * Junction(N).solve(1.0)[0]
    eta, share = depletion_shift(1.0, N)
    assert abs(numeric / eta - 1) < 3e-3
    print(f" N={N*1e-6:.0e} cm^-3: eta={1e3*numeric:.2f} mV, "
          f"local share={100*share:.2f} %")

# total capacitance from the numerical solution, plotted as 1/C^2
N_heavy = 1e25
heavy = Junction(N_heavy)
biases = np.array([0.4, 0.7, 1.0])
inv_C2 = np.array([(C_H * heavy.measure(V)["share"])**-2 for V in biases])
slope, offset = np.polyfit(biases, inv_C2, 1)
slope_law = 2 / (eps * q * N_heavy)
intercept = -offset / slope
gamma_heavy = eps * q * N_heavy / C_H**2
assert abs(slope / slope_law - 1) < 2e-3
assert np.max(np.abs(np.polyval([slope, offset], biases) / inv_C2 - 1)) < 1e-3
assert abs(intercept - (V_T - gamma_heavy / 2)) < 5e-4
print(f"Mott-Schottky line at N={N_heavy*1e-6:.0e} cm^-3:")
print(f" slope / slope without Helmholtz layer = {slope/slope_law:.4f}")
print(f" intercept from flat band = {1e3*intercept:.2f} mV")
print(f" predicted intercept = {1e3*(V_T-gamma_heavy/2):.2f} mV")

acc = base.measure(-0.15)
assert acc["share"] > 10 * one["share"]
print("Accumulation at V = -0.15 V:")
print(f" phi={acc['phi']:.4f} V, eta={1e3*acc['eta']:.2f} mV")
print(f" C_sc={acc['C_sc']*TO_UF:.2f} uF/cm^2, share={100*acc['share']:.1f} %")
print(f" surface electrons {N0*1e-6*np.exp(-acc['u']):.2e} cm^-3")

hole_ratio = 1e-14
inv = Junction(N0, hole_ratio=hole_ratio).measure(1.0)
assert inv["share"] > 10 * one["share"]
print(f"Inversion at V = 1 V, bulk hole/electron ratio {hole_ratio:.0e}:")
print(f" phi={inv['phi']:.4f} V, eta={1e3*inv['eta']:.2f} mV")
print(f" C_sc={inv['C_sc']*TO_UF:.2f} uF/cm^2, share={100*inv['share']:.1f} %")
print(f" surface holes {N0*1e-6*hole_ratio*np.exp(inv['u']):.2e} cm^-3")

Nt, trap_depth = 5e17, 0.4
trapped = Junction(N0, trap_density=Nt, trap_depth=trap_depth)
print(f"Surface level: {Nt*1e-4:.0e} cm^-2, {trap_depth:.1f} eV below E_F "
      "at flat band")
during, after = trapped.measure(0.6), trapped.measure(1.2)
for m in (during, after):
    print(f" V={m['V']:.1f} V: phi={m['phi']:.4f} V, eta={1e3*m['eta']:.1f} mV, "
          f"C_ss={m['C_ss']*TO_UF:.3f} uF/cm^2, share={100*m['share']:.2f} %")
assert during["share"] > 0.5 and after["share"] < 0.01
clean_eta = after["sigma"] / C_H
displacement = after["eta"] - clean_eta
assert abs(displacement / (q * Nt / C_H) - 1) < 5e-3
print(f" displacement due to the emptied level: {1e3*displacement:.1f} mV")
print(f" q N_t / C_H = {1e3*q*Nt/C_H:.1f} mV")

print("every check passed")
```

It prints:

```
temperature 298.15 K, kT/q = 25.69 mV
relative permittivity 10, C_H = 20 uF/cm^2
donor density 1.0e+17 cm^-3, Debye length 11.92 nm
gamma = 0.0355 mV
Depletion, bias series (numerical solution):
 V=0.25 V: phi=0.2460 V, eta=3.95 mV, eta/V=1.58 %, local share=0.89 %
 V=0.50 V: phi=0.4942 V, eta=5.76 mV, eta/V=1.15 %, local share=0.61 %
 V=1.00 V: phi=0.9917 V, eta=8.28 mV, eta/V=0.83 %, local share=0.43 %
closed-form eta at 1 V: 8.28 mV
accumulated share / local share at 1 V: 1.94
charge at 1 V: 0.1656 uC/cm^2
depletion width at 1 V: 103.3 nm
C_sc at 1 V: 0.0857 uF/cm^2
series capacitance at 1 V: 0.0853 uF/cm^2
surface band-edge move at 1 V: -8.28 meV
bulk Fermi-level move at 1 V: -1.00 eV
bias per decade of surface electrons near 0.5 V: 59.52 mV
ideal value (kT/q) ln 10: 59.16 mV
Doping series at V = 1 V:
 N=1e+15 cm^-3: eta=0.83 mV, local share=0.04 %
 N=1e+16 cm^-3: eta=2.63 mV, local share=0.13 %
 N=1e+17 cm^-3: eta=8.28 mV, local share=0.43 %
 N=1e+18 cm^-3: eta=25.94 mV, local share=1.35 %
 N=1e+19 cm^-3: eta=79.66 mV, local share=4.26 %
Mott-Schottky line at N=1e+19 cm^-3:
 slope / slope without Helmholtz layer = 1.0000
 intercept from flat band = 23.92 mV
 predicted intercept = 23.92 mV
Accumulation at V = -0.15 V:
 phi=-0.1325 V, eta=-17.48 mV
 C_sc=7.01 uF/cm^2, share=26.0 %
 surface electrons 1.74e+19 cm^-3
Inversion at V = 1 V, bulk hole/electron ratio 1e-14:
 phi=0.9751 V, eta=24.92 mV
 C_sc=8.67 uF/cm^2, share=30.3 %
 surface holes 3.04e+19 cm^-3
Surface level: 5e+13 cm^-2, 0.4 eV below E_F at flat band
 V=0.6 V: phi=0.3989 V, eta=201.1 mV, C_ss=77.913 uF/cm^2, share=79.60 %
 V=1.2 V: phi=0.7921 V, eta=407.9 mV, C_ss=0.000 uF/cm^2, share=0.48 %
 displacement due to the emptied level: 400.5 mV
 q N_t / C_H = 400.5 mV
every check passed
```
